# Anharmonicity, Vibration–Rotation Coupling and Zero-Point Elongation of a Diatomic

An electronic-structure calculation gives the energy of a diatomic molecule as a function of its bond length, with a minimum at $r_e$. The vibrating molecule does not sit at this minimum. Its vibrational levels are not evenly spaced, its rotational constant depends on the vibrational state, and even in the ground state its mean bond length differs from $r_e$. How much of this is fixed by the first few derivatives of the energy at the minimum?

## Setting and result

Hartree atomic units are used, so $\hbar=1$. Let $\mu$ be the reduced mass, $x=r-r_e$, and $V$ the Born–Oppenheimer energy measured from its minimum. The reduced radial wavefunction $\chi$ obeys

$$-\frac{1}{2\mu}\chi''+\Big[V+\frac{J(J+1)}{2\mu r^2}\Big]\chi=E\chi .\tag{1}$$

Let $k,g,h$ be the second, third and fourth derivatives of $V$ at $r_e$:

$$V=\tfrac12kx^2+\tfrac16gx^3+\tfrac1{24}hx^4+\dots,\qquad k>0 .$$

Define

$$\omega=\sqrt{k/\mu},\quad B=\frac{1}{2\mu r_e^2},\quad u=v+\tfrac12,\quad \ell=(\mu\omega)^{-1/2}=(\mu k)^{-1/4}.$$

**Assumptions.** The minimum is isolated, $V$ is smooth there, and the state $v$ is low enough to be confined near $r_e$, with $\chi$ and $\chi'$ both negligible near $r=0$. The length $\ell$ is small compared with the lengths over which $V$ departs from a parabola, and with $r_e$. The rotational constant $B_v$ means the slope of the energy with $J(J+1)$ at $J=0$; centrifugal distortion, which is the curvature in $J(J+1)$, is left out.

**Theorem.** To leading order in the anharmonic corrections,

$$E_v=Y+\omega u-Xu^2,\tag{2}$$
$$X=\frac{1}{16\mu k}\Big(\frac{5g^2}{3k}-h\Big),\qquad Y=\frac{1}{64\mu k}\Big(h-\frac{7g^2}{9k}\Big),$$
$$\langle x\rangle_v=-\frac{g\,u}{2k\mu\omega},\tag{3}$$
$$B_v=B-\alpha u,\qquad \alpha=-\frac{6B^2}{\omega}\Big(1+\frac{g r_e}{3k}\Big).\tag{4}$$

In spectroscopic notation $X$ is $\omega_ex_e$ and $\alpha$ is $\alpha_e$. The zero-point elongation is $\langle x\rangle_0=-g/(4k\mu\omega)$.

**Remark on orders.** Put $x=\ell q$ and $p=-i\,d/dq$. Since $1/(\mu\ell^2)=\omega$ and $k\ell^2=\omega$, the Hamiltonian at $J=0$ becomes

$$\frac H\omega=\frac{p^2+q^2}{2}+\frac{g\ell}{6k}q^3+\frac{h\ell^2}{24k}q^4+O(\ell^3).\tag{5}$$

The cubic term has order $\ell$ and the quartic order $\ell^2$. The cubic term acting twice therefore competes with the quartic acting once, and a consistent $X$ needs both. The term in $q^n$ carries $\ell^{n-2}$, so $H/\omega$ is unchanged when $q$ and $\ell$ both change sign. Hence $E_v/\omega$ and $\langle q^2\rangle$ are even in $\ell$, while $\langle q\rangle$ and $\langle q^3\rangle$ are odd. The first neglected corrections are smaller than the retained anharmonic ones by a factor of order $\ell^2$, which varies as $\mu^{-1/2}$ for a fixed potential.

## Lemma 1: oscillator matrix elements

For harmonic states $|v\rangle$,

$$\langle q^2\rangle=u,\qquad \langle q^4\rangle=\tfrac14\big(6u^2+\tfrac32\big),\qquad \sum_{m\ne v}\frac{|\langle m|q^3|v\rangle|^2}{v-m}=-\tfrac18\big(30u^2+\tfrac72\big).$$

*Proof.* From $q|v\rangle=\sqrt{v/2}\,|v-1\rangle+\sqrt{(v+1)/2}\,|v+1\rangle$, applied twice,

$$q^2|v\rangle=\tfrac12\Big[\sqrt{v(v-1)}\,|v-2\rangle+(2v+1)|v\rangle+\sqrt{(v+1)(v+2)}\,|v+2\rangle\Big].$$

The middle coefficient gives $\langle q^2\rangle=u$. The squared norm of this vector is

$$\langle q^4\rangle=\tfrac14\big[v(v-1)+(2v+1)^2+(v+1)(v+2)\big]=\tfrac14(6v^2+6v+3),$$

and $v^2+v=u^2-\frac14$ gives the second result.

Apply $q$ once more. The coefficient of $|v-1\rangle$, apart from the factor $2^{-3/2}$, is $(v-1)\sqrt v+(2v+1)\sqrt v=3v^{3/2}$. That of $|v+1\rangle$ is $(2v+1)\sqrt{v+1}+(v+2)\sqrt{v+1}=3(v+1)^{3/2}$. The outer coefficients are $\sqrt{v(v-1)(v-2)}$ and $\sqrt{(v+1)(v+2)(v+3)}$. The denominators $v-m$ are $1,-1,3,-3$ for $m=v-1,v+1,v-3,v+3$, so the sum equals

$$\tfrac18\Big[9v^3-9(v+1)^3+\tfrac{v(v-1)(v-2)-(v+1)(v+2)(v+3)}{3}\Big].$$

The first two terms give $-27v^2-27v-9$. The fraction gives $(-9v^2-9v-6)/3=-3v^2-3v-2$. Together they make $-30(v^2+v)-11=-30u^2-\frac72$. ∎

## Lemma 2: the mean force vanishes

In a bound state of (1) with $J=0$ for which both $\chi$ and $\chi'$ are negligible at the ends of the range, $\langle V'\rangle=0$. The condition on $\chi'$ is needed: $\chi$ always vanishes at $r=0$, but (1) gives $\frac{d}{dx}\big[(V-E)\chi^2-\chi'^2/(2\mu)\big]=V'\chi^2$ for real $\chi$, so a normalized state with finite $V$ at $r=0$ has $\langle V'\rangle=\chi'^2/(2\mu)$ evaluated at $r=0$.

*Proof.* With $P=-i\,d/dx$, the expectation value of $[H,P]$ in an eigenstate of $H$ is zero when the boundary terms of the integration by parts, which contain $\chi$ and $\chi'$, can be dropped. The kinetic energy commutes with $P$, and $[V,P]=iV'$. ∎

## Proof of the theorem

**Energies.** The cubic term has no first-order energy, because $q^3$ is odd. Its second-order energy follows from (5) and Lemma 1, with $\omega\ell^2=1/\mu$:

$$-\omega\Big(\frac{g\ell}{6k}\Big)^2\frac{30u^2+7/2}{8}=-\frac{g^2}{288\mu k^2}\Big(30u^2+\frac72\Big).$$

The first-order quartic energy is

$$\omega\frac{h\ell^2}{24k}\,\frac{6u^2+3/2}{4}=\frac{h}{96\mu k}\Big(6u^2+\frac32\Big).$$

The coefficient of $u^2$ in their sum is $-X$, so

$$X=\frac{5g^2}{48\mu k^2}-\frac{h}{16\mu k},\qquad Y=-\frac{7g^2}{576\mu k^2}+\frac{h}{64\mu k},$$

which are the forms in (2). At $v=0$ the shift from the harmonic zero-point energy is

$$Y-\frac X4=\frac{1}{64\mu k}\Big(2h-\frac{7g^2}{9k}-\frac{15g^2}{9k}\Big)=\frac{1}{32\mu k}\Big(h-\frac{11g^2}{9k}\Big).$$

**Mean stretch.** Lemma 2 reads $k\langle x\rangle+\frac12g\langle x^2\rangle+\frac16h\langle x^3\rangle+\dots=0$. Here $\langle x^2\rangle=\ell^2u+O(\ell^4)$. Since $\langle q^3\rangle$ is odd in $\ell$, $\langle x^3\rangle=\ell^3\langle q^3\rangle=O(\ell^4)$, and $\langle x^4\rangle$ is also $O(\ell^4)$. Therefore $\langle x\rangle=-g\ell^2u/(2k)$, which is (3). For $g<0$ the well is softer on the outer side, and the bond must lengthen on average to balance the mean force. The quartic derivative does not enter at this order.

**Rotational constant.** Treat $J(J+1)$ in (1) as a continuous parameter. By the Hellmann–Feynman theorem, the slope of the energy at zero is

$$B_v=\Big\langle\frac{1}{2\mu r^2}\Big\rangle=B\Big[1-\frac{2\langle x\rangle}{r_e}+\frac{3\langle x^2\rangle}{r_e^2}+O(\ell^4)\Big].$$

The two corrections have the same order, $\ell^2$. Insert (3), $\langle x^2\rangle=\ell^2u$, and $\ell^2/r_e^2=1/(\mu\omega r_e^2)=2B/\omega$:

$$B_v=B+Bu\,\frac{\ell^2}{r_e^2}\Big(\frac{gr_e}{k}+3\Big)=B+\frac{2B^2u}{\omega}\Big(3+\frac{gr_e}{k}\Big).$$

Comparison with $B_v=B-\alpha u$ gives (4). ∎

## Remarks on meaning and validity

**Sign of $\alpha$.** In a harmonic well $g=0$ and $\alpha=-6B^2/\omega<0$: vibration raises the rotational constant, although the mean length is unchanged at this order. The reason is the curvature of $1/r^2$, which gains more from a short bond than it loses from an equally long one. The elongation acts the other way, and $\alpha$ becomes positive when $g<-3k/r_e$.

**Two bond lengths.** The length inferred from the ground-state rotational constant is $r_0=(2\mu B_0)^{-1/2}$. Since $B_0=B-\alpha/2$ and $2\mu B=r_e^{-2}$,

$$r_0=r_e\Big(1-\frac{\alpha}{2B}\Big)^{-1/2}\simeq r_e+\frac{\alpha r_e}{4B}=r_e+\langle x\rangle_0-\frac{3}{4\mu\omega r_e}.\tag{6}$$

The last step inserts (4) and $B=1/(2\mu r_e^2)$. Thus $r_0-r_e$ is smaller than the mean elongation, because $r_0$ reflects an average of $r^{-2}$ and not of $r$.

**Isotopes.** For a fixed potential, $\omega\propto\mu^{-1/2}$, $X\propto\mu^{-1}$, $\alpha\propto\mu^{-3/2}$ and $\langle x\rangle_v\propto\mu^{-1/2}$.

**Failure.** The expansion deteriorates for light masses, soft or double wells, and high $v$, where the amplitude grows as $\ell\sqrt u$. The leading $X$ is also unreliable when $5g^2/(3k)$ and $h$ nearly cancel, since neglected terms may then be comparable with what remains.

## Proposition: exact results for the Morse potential

Let $V=D(1-e^{-ax})^2$ and $y=2\sqrt{2\mu D}/a$. On the whole line $-\infty<x<\infty$, the $J=0$ bound levels are exactly

$$E_v=\omega u-\frac{a^2}{2\mu}u^2,\qquad u<\frac y2,\tag{7}$$

and, with $\psi$ the digamma function,

$$\langle x\rangle_0=\frac{\ln y-\psi(y-1)}{a}.\tag{8}$$

*Proof.* Set $z=ye^{-ax}$, $\theta=z\,d/dz$ and $2\mu(D-E)=a^2s^2$ with $s>0$. Then $d/dx=-a\theta$ and $2\mu D=a^2y^2/4$, and (1) becomes

$$\theta^2\chi+\Big(-s^2+\frac{yz}{2}-\frac{z^2}{4}\Big)\chi=0.$$

Write $\chi=z^se^{-z/2}F$. Each $\theta$ acting on $\chi$ becomes $\theta+s-z/2$ acting on $F$, and

$$\Big(\theta+s-\frac z2\Big)^2F=\theta^2F+(2s-z)\theta F+\Big(s^2-sz+\frac{z^2}{4}-\frac z2\Big)F.$$

Adding the potential terms and dividing by $z$ gives

$$zF''+(2s+1-z)F'+\Big(\frac y2-s-\frac12\Big)F=0.$$

Near $z=0$, that is $x\to+\infty$, the two solutions behave as $\chi\sim z^{s}$ and $\chi\sim z^{-s}$. Only the first decays, so $F$ is a power series in $z$. A non-terminating series for $F$ grows like $e^z$, up to a power, and makes $\chi$ diverge as $x\to-\infty$. A polynomial of degree $v$ requires the last bracket to equal $v$, so $s=y/2-u$, and $s>0$ means $u<y/2$; $F$ is then the Laguerre polynomial $L_v^{(2s)}(z)$. Hence

$$E=D-\frac{a^2}{2\mu}\Big(\frac{y^2}{4}-yu+u^2\Big).$$

The first term in the bracket cancels $D$, and $a^2y/(2\mu)=a\sqrt{2D/\mu}=\omega$, as $k=2Da^2$. This proves (7).

For $v=0$, $F=1$ and $2s=y-1$. Since $|dx|=dz/(az)$, the probability weight in $z$ is $z^{y-2}e^{-z}dz$, with norm $\Gamma(y-1)$. Differentiating the logarithm of this norm with respect to $y$ gives $\langle\ln z\rangle=\psi(y-1)$, and $x=(\ln y-\ln z)/a$ gives (8). ∎

**Comparison with the theorem.** The $n$th derivative at the minimum is $D(-a)^n(2^n-2)$, so

$$k=2Da^2,\qquad g=-6Da^3,\qquad h=14Da^4 .$$

Then $5g^2/(3k)=30Da^4$ and $X=(30-14)Da^4/(32\mu Da^2)=a^2/(2\mu)$. Also $7g^2/(9k)=14Da^4=h$, so $Y=0$. For this potential the leading formula (2) coincides with the exact levels. Equation (4) becomes

$$\alpha=\frac{6B^2}{\omega}(ar_e-1).$$

For the elongation, $\mu\omega=a^2y/2$ turns (3) into $3a/(4\mu\omega)=3/(2ay)$. In (8), use $\psi(t)=\ln t-1/(2t)-1/(12t^2)+\dots$ with $t=y-1$, and expand in $1/y$:

$$a\langle x\rangle_0=\Big(\frac1y+\frac1{2y^2}\Big)+\Big(\frac1{2y}+\frac1{2y^2}\Big)+\frac1{12y^2}+\dots=\frac{3}{2y}+\frac{13}{12y^2}+\dots\tag{9}$$

The first term is the theorem's result; the second is its leading error.

The rotating Morse problem is not covered by (7), but $B_v$ needs only the $J=0$ states. Their tail at $r\le0$, an artefact of the whole-line problem, must be cut off when $1/r^2$ is averaged. It is negligible in the example below.

## Worked example

Take a model with $D=0.2$ hartree, $a=1.2$ bohr$^{-1}$, $r_e=2.2$ bohr and $\mu=12000$ electron masses. Then

- $k=2(0.2)(1.2)^2=0.576$ hartree/bohr²
- $g=-6(0.2)(1.2)^3=-2.0736$ hartree/bohr³
- $h=14(0.2)(1.2)^4=5.806$ hartree/bohr⁴
- $\omega=\sqrt{0.576/12000}=6.928\times10^{-3}$ hartree
- $B=1/(2\cdot12000\cdot2.2^2)=8.609\times10^{-6}$ hartree

**Anharmonicity.** The cubic part of $X$ is $1.125\times10^{-4}$ hartree and the quartic part $-0.525\times10^{-4}$ hartree, so $X=6.00\times10^{-5}$ hartree, or 13.17 cm⁻¹. The cubic part alone would be $15/8$ of the result. Because the cubic part is quadratic in $g$ and larger than $X$ itself, a 1% increase in $|g|$ raises the value given by the leading formula by about $2\times15/8=3.75\%$; a 1% increase in $h$ lowers it by $7/8\%$. These percentages describe the leading formula only. If the change is made by adding a cubic or a quartic term to the Morse potential, so that all other derivatives at $r_e$ stay fixed, the second difference of the three lowest levels changes in magnitude by about $+4.5\%$ and $-1.5\%$ respectively, because higher-order terms also contribute.

**Vibration–rotation constant.** The harmonic-well part is $-6B^2/\omega=-6.418\times10^{-8}$ hartree. The cubic part is $ar_e=2.64$ times as large and positive, $16.944\times10^{-8}$ hartree. Their sum is $\alpha=1.0526\times10^{-7}$ hartree, or 0.0231 cm⁻¹.

Numerical quadrature of $1/(2\mu r^2)$ over the exact Morse densities, for $-0.9\le x\le2.0$ bohr, gives $B_0,B_1,B_2=8.55613,\,8.45042,\,8.34425$ in $10^{-6}$ hartree. The difference $B_0-B_1=1.0571\times10^{-7}$ hartree exceeds the formula, which is 0.43% low relative to it. For a quadratic in $u$ through the three values, minus the slope at $u=0$ is

$$(B_0-B_1)+(B_0-2B_1+B_2)=1.0525\times10^{-7}\ \text{hartree},$$

within 0.01% of the formula. In this model nearly all the discrepancy is thus the curvature of $B_v$ with $u$, which a simple difference of two levels includes.

**Bond length.** Here $y=115.47$, and the formula gives $\langle x\rangle_0=3/(2\cdot1.2\cdot115.47)=0.01083$ bohr, or 0.573 pm. This is about 14% of the harmonic rms amplitude $\ell/\sqrt2=0.0776$ bohr. The exact value from (8) is 0.01089 bohr. The difference, $6.83\times10^{-5}$ bohr, is close to the $6.77\times10^{-5}$ bohr predicted by the second term of (9). For $v=2$ the formula gives 0.0541 bohr against 0.0556 bohr from the exact density, an error of 2.6% of the exact value, compared with 0.6% for $v=0$.

By (6), $r_0-r_e=0.010825-0.004100=0.006725$ bohr, against 0.006764 bohr from the exact $B_0$. The rotational length thus shows only about three fifths of the mean elongation.

**A field that is not Morse.** The Morse potential has the special relation $h=7g^2/(9k)$, so it cannot probe $g$ and $h$ independently. Consider instead the quartic polynomial with $k=0.6$, $g=-1.5$, $h=2$ in the same units and the same $r_e$. It has a single minimum, because $V'/x=k+gx/2+hx^2/6$ has no real zero when $g^2<8kh/3$, here $2.25<3.2$.

Diagonalizing its Hamiltonian on a uniform grid with sinc functions gives the ratio $R(\mu)$ of each numerical quantity to its leading formula. As $R=1+c\,\mu^{-1/2}+\dots$, the combination $2R(4\mu)-R(\mu)$ removes the first correction. With $\mu=1024\times12000$ electron masses it equals 1.0000008 for $X$, 1.0000001 for the zero-point shift and 1.0000003 for $\alpha$. The coefficients of the theorem therefore also describe this field in the heavy-mass limit.
